# Optical-phonon deformation coupling at Γ: forbidden for s, allowed for p: verification in Python

```python
"""
Result under test: a q=0 optical displacement u (relative shift of the two
sublattices of a tetrahedral crystal) has no first-order matrix element in an
s-like Gamma level, while in a p-like triplet it acts as
    <j| dH/du_i |k> = D |eps_ijk|,  D = 4(n+2)(Vpps-Vppp)/(3 sqrt3 d),
for hopping energies that scale as (bond length)^-n.
The hole scattering rate by these phonons follows from the golden rule.
Symbols: d bond length (nm), V.. hopping energies (eV), D in eV/nm,
k wavevectors (1/nm), hw phonon energy (eV), mu reduced mass of the two atoms,
rho(E) matrix density of states of the six valence states (1/(eV nm^3)).
All material parameters are rough round values in the regime of silicon.
"""
import itertools
import numpy as np
from scipy import constants as sc

rng = np.random.default_rng(5)
BOND = 0.235
E_S, E_P = -7.2, 0.0
V_SS, V_SP, V_PPS, V_PPP = -2.0, 2.5, 4.0, -1.2
PHONON, ATOM_MASS, TEMP = 0.063, 28.0, 300.0
GAMMAS, SPLIT = (4.3, 0.3, 1.4), 0.044
HOLE_DENSITY = 1e16
LATTICE = 4 * BOND / np.sqrt(3)
CELL = LATTICE**3 / 4
HBAR = sc.hbar / sc.e
KB = sc.k / sc.e
KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
BONDS = BOND / np.sqrt(3) * np.array(
    [[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)

eps = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    eps[p] = np.linalg.det(np.eye(3)[list(p)])
PATTERN = np.abs(eps)

# ---- group theory with the 24 explicit matrices of Td ----
td = []
for p in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            td.append(np.diag(signs) @ np.eye(3)[list(p)])
td = np.array(td)
traces = np.trace(td, axis1=1, axis2=2)
dets = np.linalg.det(td)
count_s = np.mean(traces)
count_s_spin = np.mean((1 + dets * traces) * traces)
count_p = np.mean(traces**3)
assert len(td) == 24
assert abs(count_s) < 1e-12 and abs(count_s_spin) < 1e-12
assert abs(count_p - 1) < 1e-12
trial = rng.normal(size=(3, 3, 3))
averaged = np.einsum('gia,gjb,gkc,abc->ijk', td, td, td, trial) / 24
assert np.allclose(averaged, averaged[0, 1, 2] * PATTERN, atol=1e-12)
assert abs(averaged[0, 1, 2]) > 1e-3


# ---- sp3 crystal Hamiltonian with displaced sublattices ----
def hopping(bond, power):
    r = np.linalg.norm(bond)
    c = bond / r
    block = np.zeros((4, 4))
    block[0, 0] = V_SS
    block[0, 1:] = c * V_SP
    block[1:, 0] = -c * V_SP
    block[1:, 1:] = np.outer(c, c) * (V_PPS - V_PPP) + np.eye(3) * V_PPP
    return block * (BOND / r)**power


def crystal(k, u=(0, 0, 0), power=2, polar=0.0):
    """polar: on-site energy +polar on one sublattice, -polar on the other."""
    ab = sum(np.exp(1j * (b @ k)) * hopping(b + np.array(u), power)
             for b in BONDS)
    onsite = np.diag([E_S, E_P, E_P, E_P])
    return np.block([[onsite + polar * np.eye(4), ab],
                     [ab.conj().T, onsite - polar * np.eye(4)]])


def gradient(k, power=2, polar=0.0, step=1e-4):
    return np.array([(crystal(k, step * e, power, polar)
                      - crystal(k, -step * e, power, polar)) / (2 * step)
                     for e in np.eye(3)])


def coupling(k_final, k_initial, bands, power=2, polar=0.0):
    """Sublattices move by -u/2 and +u/2 times exp(iqR), q=k_final-k_initial."""
    vf = np.linalg.eigh(crystal(k_final, power=power, polar=polar))[1][:, bands]
    vi = np.linalg.eigh(crystal(k_initial, power=power, polar=polar))[1][:, bands]
    g = (gradient(k_final, power, polar) + gradient(k_initial, power, polar)) / 2
    return np.array([vf.conj().T @ gi @ vi for gi in g])


S_BAND, P_BANDS = slice(4, 5), slice(1, 4)
zero = np.zeros(3)
levels, states = np.linalg.eigh(crystal(zero))
s_weight = np.sum(np.abs(states[[0, 4], 4])**2)
assert s_weight > 1 - 1e-10
s_coupling = max(np.abs(coupling(zero, zero, S_BAND, n, pol)).max()
                 for n in (2, 3) for pol in (0.0, 1.0))
assert s_coupling < 1e-6

p_basis = np.zeros((8, 3))
for j in range(3):
    p_basis[1 + j, j], p_basis[5 + j, j] = 1 / np.sqrt(2), -1 / np.sqrt(2)
assert np.allclose(crystal(zero) @ p_basis, levels[1] * p_basis, atol=1e-10)


def d_formula(power):
    return 4 * (power + 2) * (V_PPS - V_PPP) / (3 * np.sqrt(3) * BOND)


for n in (2, 3):
    tensor = np.array([p_basis.T @ g @ p_basis for g in gradient(zero, n)])
    assert np.allclose(tensor, d_formula(n) * PATTERN, atol=1e-3)
D = d_formula(2)


# ---- frozen mode: linear splitting of p, quadratic shift of s ----
def frozen(u):
    return np.linalg.eigvalsh(crystal(zero, (0, 0, u)))


small = frozen(1e-4)
assert abs((small[3] - small[1]) / 2e-4 / D - 1) < 1e-3
shift_ratio = (frozen(2e-3)[4] - levels[4]) / (frozen(1e-3)[4] - levels[4])
assert abs(shift_ratio - 4) < 0.05

# ---- how the s-like coupling returns away from Gamma ----
ka, kb = np.array([0.3, 0.7, -0.5]), np.array([-0.6, 0.2, 0.8])


def growth(k1, k2, scale, power, polar):
    big = np.linalg.norm(coupling(scale * k1, scale * k2, S_BAND, power, polar))
    half = np.linalg.norm(coupling(scale * k1 / 2, scale * k2 / 2, S_BAND,
                                   power, polar))
    return big / half


grow_diamond = growth(ka, kb, 0.1, 3, 0.0)
grow_polar = growth(ka, kb, 0.01, 3, 1.0)
grow_polar_q0 = growth(ka, ka, 0.05, 3, 1.0)
assert abs(grow_diamond - 4) < 0.1
assert abs(grow_polar - 2) < 0.1
assert abs(grow_polar_q0 - 4) < 0.1

k_l = np.pi / LATTICE * np.ones(3)
vec_l = np.linalg.eigh(crystal(k_l))[1]
weights_l = np.abs(vec_l[0])**2 + np.abs(vec_l[4])**2
band_l = 4 + int(np.argmax(weights_l[4:]))
l_coupling = np.linalg.norm(coupling(k_l, k_l, slice(band_l, band_l + 1)))
assert l_coupling > 1.0

# ---- spin-orbit coupled p states ----
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l_dot_s = sum(np.kron(-1j * eps[i], pauli[i] / 2) for i in range(3))
P_HALF = (np.eye(6) / 2 - l_dot_s) * 2 / 3
P_THREE = np.eye(6) - P_HALF
assert np.allclose(P_HALF @ P_HALF, P_HALF) and abs(np.trace(P_HALF) - 2) < 1e-12
D_OPS = np.array([np.kron(D * PATTERN[i], np.eye(2)) for i in range(3)])
for op in D_OPS:
    assert np.abs(P_HALF @ op @ P_HALF).max() < 1e-10
    inner = P_THREE @ op @ P_THREE
    assert np.allclose(inner @ inner, D**2 / 3 * P_THREE)
    assert np.abs(P_HALF @ op @ P_THREE).max() > 0.1 * D


# ---- valence bands (hole energy upward) and matrix density of states ----
def kinetic(k, gammas):
    g1, g2, g3 = gammas
    k = np.atleast_2d(k)
    k2 = np.sum(k**2, axis=1)
    m = 6 * g3 * k[:, :, None] * k[:, None, :]
    for i in range(3):
        m[:, i, i] = (g1 - 2 * g2) * k2 + 6 * g2 * k[:, i]**2
    return KIN * np.einsum('nij,ab->niajb', m, np.eye(2)).reshape(-1, 6, 6)


def make_dos(gammas, split, n_polar=24):
    z, wz = np.polynomial.legendre.leggauss(n_polar)
    n_phi = 4 * (n_polar // 3)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    zz, pp = np.meshgrid(z, phi, indexing='ij')
    ring = np.sqrt(1 - zz**2)
    unit = np.stack([ring * np.cos(pp), ring * np.sin(pp), zz], -1).reshape(-1, 3)
    solid = np.repeat(wz, n_phi) * 2 * np.pi / n_phi
    inv = np.linalg.inv(np.linalg.cholesky(kinetic(unit, gammas)))
    inv_h = np.conj(np.swapaxes(inv, 1, 2))

    def dos(energy):
        if energy <= 0:
            return np.zeros((6, 6), complex)
        k2, y = np.linalg.eigh(inv @ (energy * np.eye(6) - split * P_HALF) @ inv_h)
        psi = inv_h @ y
        w = solid[:, None] * np.sqrt(np.clip(k2, 0, None)) / 2
        scaled = psi * w[:, None, :]
        return np.sum(scaled @ np.conj(np.swapaxes(psi, 1, 2)), 0) / (2 * np.pi)**3
    return dos


def kernel(rho_initial, rho_final):
    total = sum(np.trace(rho_initial @ op @ rho_final @ op) for op in D_OPS)
    return total.real / np.trace(rho_initial).real


# spherical bands with a very large splitting have a closed form
sphere = make_dos((4.0, 0.9, 0.9), 1e3)
closed = D**2 / 2 * sum(np.sqrt(0.1) / (4 * np.pi**2 * (KIN * g)**1.5)
                        for g in (4.0 - 1.8, 4.0 + 1.8))
assert abs(kernel(sphere(0.04), sphere(0.1)) / closed - 1) < 2e-3

dos = make_dos(GAMMAS, SPLIT)
rho_mid = dos(0.1)
rho_fine = make_dos(GAMMAS, SPLIT, 48)(0.1)
assert abs(np.trace(rho_mid) / np.trace(rho_fine) - 1) < 0.01

# brute-force count of states on a k grid; tolerance covers grid noise
n_grid, k_max, window = 44, 2.3, 0.02
axis = (np.arange(n_grid) + 0.5) * k_max / n_grid
grid = np.stack(np.meshgrid(axis, axis, axis, indexing='ij'), -1).reshape(-1, 3)
e_grid, v_grid = np.linalg.eigh(kinetic(grid, GAMMAS) + SPLIT * P_HALF)
hit = np.abs(e_grid - 0.1) < window / 2
three_part = np.sum(np.abs(P_THREE @ v_grid)**2, axis=1)
norm = 8 * (k_max / n_grid)**3 / (2 * np.pi)**3 / window
assert abs(norm * hit.sum() / np.trace(rho_mid).real - 1) < 0.04
assert abs(norm * three_part[hit].sum()
           / np.trace(P_THREE @ rho_mid).real - 1) < 0.04
del e_grid, v_grid, three_part, grid

# ---- phonon amplitude, checked on a diagonalized oscillator ----
mu = ATOM_MASS / 2 * sc.atomic_mass
stiff = sc.hbar**2 / (2 * mu) / sc.e * 1e18
zero_point2 = stiff / PHONON


def occupation(temp):
    return 1 / np.expm1(PHONON / (KB * temp))


u_grid = np.linspace(-0.04, 0.04, 501)
h = u_grid[1] - u_grid[0]
osc = (np.diag(2 * stiff / h**2 + PHONON**2 * u_grid**2 / (4 * stiff))
       - stiff / h**2 * (np.eye(501, k=1) + np.eye(501, k=-1)))
e_osc, v_osc = np.linalg.eigh(osc)
boltz = np.exp(-(e_osc - e_osc[0]) / (KB * TEMP))
u2_direct = np.sum(boltz * (u_grid**2 @ v_osc**2)) / boltz.sum()
u2_thermal = zero_point2 * (2 * occupation(TEMP) + 1)
assert abs(u2_direct / u2_thermal - 1) < 2e-3
u_rms = np.sqrt(u2_thermal)


# ---- hole scattering rates ----
def rates(energy, temp):
    rho = dos(energy)
    n = occupation(temp)
    pre = 2 * np.pi / HBAR * zero_point2 * CELL
    absorb = pre * n * kernel(rho, dos(energy + PHONON))
    emit = pre * (n + 1) * kernel(rho, dos(energy - PHONON))
    return absorb, emit, np.trace(rho).real


low_abs, low_emit, _ = rates(0.04, TEMP)
high_abs, high_emit, _ = rates(0.1, TEMP)
hot_abs = rates(0.04, 400.0)[0]
assert low_emit == 0 and low_abs > 0 and high_emit > high_abs
x_max, n_x = np.sqrt(0.5), 50
x = (np.arange(n_x) + 0.5) * x_max / n_x
table = np.array([rates(xi**2, TEMP) for xi in x])
weight = 2 * x * x_max / n_x * table[:, 2] * np.exp(-x**2 / (KB * TEMP))
n_valence = weight.sum() * 1e21
mean_rate = np.sum(weight * (table[:, 0] + table[:, 1])) / weight.sum()

# ---- sizes of neglected effects ----
dk = 0.01
e_s = [np.linalg.eigvalsh(crystal(np.array([q, 0, 0])))[4] for q in (0, dk)]
s_mass = KIN * dk**2 / (e_s[1] - e_s[0])
assert s_mass > 0
k_start = np.sqrt(0.1 * s_mass / KIN)
k_end = np.sqrt((0.1 - PHONON) * s_mass / KIN)
units = rng.normal(size=(2, 150, 3))
units /= np.linalg.norm(units, axis=2)[:, :, None]
s_residual = np.mean([np.sum(np.abs(coupling(k_end * a, k_start * b, S_BAND))**2)
                      for a, b in zip(*units)]) / (2 * D**2)
assert 0 < s_residual < 0.05
p_change = np.mean([np.sum(np.abs(coupling(a, b, P_BANDS))**2)
                    for a, b in zip(*units)]) / (6 * D**2)
moved = frozen(u_rms)

print("INPUTS (rough, regime of silicon)")
print(f"bond length {BOND:.3f} nm; lattice constant {LATTICE:.4f} nm")
print(f"on-site energies s, p: {E_S:.1f}, {E_P:.1f} eV")
print(f"hopping ss, sp: {V_SS:.1f}, {V_SP:.1f} eV")
print(f"hopping pp sigma, pp pi: {V_PPS:.1f}, {V_PPP:.1f} eV")
print(f"phonon energy {PHONON*1e3:.0f} meV; atomic mass {ATOM_MASS:.0f} u")
print(f"temperature {TEMP:.0f} K; spin-orbit splitting {SPLIT*1e3:.0f} meV")
print("Luttinger parameters (no unit):", *GAMMAS)
print("GROUP COUNTS (number of allowed constants)")
print(f"s-like {abs(count_s):.0f}; s-like with spin {abs(count_s_spin):.0f}; "
      f"p-like {count_p:.0f}")
print("GAMMA LEVELS AND COUPLINGS")
print(f"p-like valence level {levels[1]:.3f} eV")
print(f"s-like level {levels[4]:.3f} eV; s weight {s_weight:.3f}")
print(f"upper p-like level {levels[5]:.3f} eV")
print(f"largest s-like coupling found {s_coupling:.1e} eV/nm")
print(f"p-like D, exponent 2: {D:.2f} eV/nm = {D*1e7:.3e} eV/cm")
print(f"p-like D, exponent 3: {d_formula(3):.2f} eV/nm")
print(f"s-like state at L: s weight {weights_l[band_l]:.2f}, "
      f"coupling {l_coupling:.1f} eV/nm")
print("GROWTH OF s COUPLING WHEN WAVEVECTORS DOUBLE (factor)")
print(f"diamond {grow_diamond:.3f}; zinc blende {grow_polar:.3f}; "
      f"zinc blende at q=0 {grow_polar_q0:.3f}")
print("FROZEN MODE AT THERMAL AMPLITUDE, u ALONG z")
print(f"rms u per component {u_rms*1e3:.2f} pm")
print(f"splitting of p-like triplet {(moved[3]-moved[1])*1e3:.1f} meV")
print(f"shift of s-like level {(moved[4]-levels[4])*1e3:.2f} meV")
print(f"s shift ratio for doubled u: {shift_ratio:.3f}")
print("HOLE SCATTERING BY OPTICAL PHONONS")
print(f"phonon occupation {occupation(TEMP):.4f}")
print(f"zero-point u^2 per component {zero_point2*1e6:.2f} pm^2")
print(f"cell volume {CELL:.5f} nm^3")
print(f"density of states at 100 meV {np.trace(rho_mid).real:.3f} /(eV nm^3)")
print(f"hole at 40 meV: absorption {low_abs:.3e} 1/s, emission {low_emit:.0f} 1/s")
print(f"hole at 100 meV: absorption {high_abs:.3e} 1/s")
print(f"hole at 100 meV: emission {high_emit:.3e} 1/s")
print(f"thermal mean rate {mean_rate:.3e} 1/s; time {1e12/mean_rate:.3f} ps")
print("SIZES OF NEGLECTED EFFECTS")
print(f"s-like band mass {s_mass:.3f} electron masses")
print(f"s wavevectors before, after emission {k_start:.3f}, {k_end:.3f} 1/nm")
print(f"s-like squared coupling / p-like (2D^2) {s_residual:.2e}")
print(f"p-like squared coupling at k=1/nm / at Gamma {p_change:.3f}")
print(f"rate factor if exponent is 3, not 2: {(d_formula(3)/D)**2:.3f}")
print(f"level width hbar*rate at 100 meV {HBAR*(high_abs+high_emit)*1e3:.2f} meV")
print(f"valence effective density of states {n_valence:.2e} 1/cm^3")
print(f"band-edge occupation at {HOLE_DENSITY:.0e} holes/cm^3: "
      f"{HOLE_DENSITY/n_valence:.1e}")
print(f"40 meV absorption rate at 400 K {hot_abs:.3e} 1/s")
print("no test failed")
```

It prints:

```
INPUTS (rough, regime of silicon)
bond length 0.235 nm; lattice constant 0.5427 nm
on-site energies s, p: -7.2, 0.0 eV
hopping ss, sp: -2.0, 2.5 eV
hopping pp sigma, pp pi: 4.0, -1.2 eV
phonon energy 63 meV; atomic mass 28 u
temperature 300 K; spin-orbit splitting 44 meV
Luttinger parameters (no unit): 4.3 0.3 1.4
GROUP COUNTS (number of allowed constants)
s-like 0; s-like with spin 0; p-like 1
GAMMA LEVELS AND COUPLINGS
p-like valence level -2.133 eV
s-like level 0.800 eV; s weight 1.000
upper p-like level 2.133 eV
largest s-like coupling found 0.0e+00 eV/nm
p-like D, exponent 2: 68.14 eV/nm = 6.814e+08 eV/cm
p-like D, exponent 3: 85.17 eV/nm
s-like state at L: s weight 0.63, coupling 23.6 eV/nm
GROWTH OF s COUPLING WHEN WAVEVECTORS DOUBLE (factor)
diamond 3.997; zinc blende 2.000; zinc blende at q=0 3.996
FROZEN MODE AT THERMAL AMPLITUDE, u ALONG z
rms u per component 5.31 pm
splitting of p-like triplet 724.0 meV
shift of s-like level 1.36 meV
s shift ratio for doubled u: 3.999
HOLE SCATTERING BY OPTICAL PHONONS
phonon occupation 0.0958
zero-point u^2 per component 23.70 pm^2
cell volume 0.03996 nm^3
density of states at 100 meV 2.608 /(eV nm^3)
hole at 40 meV: absorption 3.526e+12 1/s, emission 0 1/s
hole at 100 meV: absorption 4.616e+12 1/s
hole at 100 meV: emission 1.877e+13 1/s
thermal mean rate 7.203e+12 1/s; time 0.139 ps
SIZES OF NEGLECTED EFFECTS
s-like band mass 0.281 electron masses
s wavevectors before, after emission 0.859, 0.522 1/nm
s-like squared coupling / p-like (2D^2) 1.20e-04
p-like squared coupling at k=1/nm / at Gamma 0.920
rate factor if exponent is 3, not 2: 1.562
level width hbar*rate at 100 meV 15.40 meV
valence effective density of states 2.15e+19 1/cm^3
band-edge occupation at 1e+16 holes/cm^3: 4.7e-04
40 meV absorption rate at 400 K 7.052e+12 1/s
no test failed
```
